# Why linear unscreening fails for spin polarisation, and the core correction: a program that tests the result

```python
"""Nonlinear core correction and the spin-polarisation energy of Na and Mn.

Result under test: unscreening a pseudopotential with v_xc[n_v] alone makes the
spin-polarisation energy S = E(unpolarised) - E(polarised) too large, because
xc is nonlinear where core density n_c and valence density n_v overlap.
Keeping a (partial) core density inside the xc functional repairs this.
Symbols: r radius, rho = 4 pi r^2 n radial density, P = r R radial orbital,
l angular momentum, k radial index within l, m spin density.
Hartree atomic units inside; energies are printed in eV.
Method: Legendre-Lobatto spectral elements on a mapped radial grid, LSDA.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_legendre, roots_jacobi
from pyscf import dft, gto
from pyscf.dft import libxc

EV = physical_constants["Hartree energy in eV"][0]
XC = "lda,vwn"

# ---------- radial grid, kinetic matrix, Poisson solver ----------
N, SCALE, RMAX = 120, 2.0, 30.0
x = np.concatenate(([-1.0], roots_jacobi(N - 1, 1, 1)[0], [1.0]))
leg = eval_legendre(N, x)
w = 2.0 / (N * (N + 1) * leg**2)
gap = x[:, None] - x[None, :]
np.fill_diagonal(gap, 1.0)
DIFF = leg[:, None] / (leg[None, :] * gap)
np.fill_diagonal(DIFF, 0.0)
DIFF[0, 0], DIFF[-1, -1] = -N * (N + 1) / 4, N * (N + 1) / 4
alpha = 2 * SCALE / RMAX
jac = SCALE * (2 + alpha) / (1 - x + alpha) ** 2
r = (SCALE * (1 + x) / (1 - x + alpha))[1:-1]
mass = (w * jac)[1:-1]                       # quadrature weights in r
stiff = ((DIFF.T * (w / jac)) @ DIFF)[1:-1, 1:-1]
KIN = 0.5 * stiff / np.sqrt(np.outer(mass, mass))
STIFF_INV = np.linalg.inv(stiff)
SPHERE = 4 * np.pi * r**2


def hartree(rho):
    return STIFF_INV @ (mass * rho / r) / r + np.sum(mass * rho) / RMAX


def xc_eval(dens, code=XC):
    """xc energy per volume and the two spin potentials."""
    dens = np.ascontiguousarray(dens)
    exc, vxc = libxc.eval_xc(code, dens, spin=1, deriv=1)[:2]
    pot = np.asarray(vxc[0])
    if pot.shape != dens.shape:
        pot = pot.T
    return dens.sum(axis=0) * exc, pot


def solve_radial(v, l, k):
    h = KIN + np.diag(v + l * (l + 1) / (2 * r**2))
    e, c = eigh(h, subset_by_index=[0, k])
    return e, c / np.sqrt(mass)[:, None]


def run_atom(v_ext, shells, core, v_start):
    """Self-consistent LSDA; shells = (l, k, occupation up, occupation down)."""
    paired = all(s[2] == s[3] for s in shells)
    v_in, past = np.array(v_start), []
    for step in range(200):
        rho, band, levels = np.zeros((2, r.size)), 0.0, {}
        for spin in (0, 1):
            if spin == 1 and paired:
                rho[1], band = rho[0], 2 * band
                break
            for l in sorted({s[0] for s in shells}):
                kmax = max(s[1] for s in shells if s[0] == l)
                e, p = solve_radial(v_ext[l] + v_in[spin], l, kmax)
                for s in shells:
                    if s[0] == l:
                        rho[spin] += s[2 + spin] * p[:, s[1]] ** 2
                        band += s[2 + spin] * e[s[1]]
                        levels[l, s[1], spin] = (e[s[1]], p[:, s[1]])
        total = rho.sum(axis=0)
        vh = hartree(total)
        e_xc, v_xc = xc_eval(rho / SPHERE + core / 2)
        res = vh + v_xc - v_in
        if np.sum(mass * rho * abs(res)) / np.sum(mass * rho) < 1e-6:
            energy = (band - np.sum(mass * rho * v_in)
                      + 0.5 * np.sum(mass * total * vh)
                      + np.sum(mass * SPHERE * e_xc))
            return {"E": energy, "levels": levels, "rho": rho, "v": v_in}
        new = v_in + 0.3 * res
        if step > 4:                         # Anderson mixing
            weight = np.sqrt(mass * (total + 1e-6))
            a = np.array([((res - f) * weight).ravel() for _, f in past]).T
            c = np.linalg.lstsq(a, (res * weight).ravel(), rcond=1e-10)[0]
            for ci, (v_old, f_old) in zip(c, past):
                new = new - ci * (v_in - v_old + 0.3 * (res - f_old))
        past = (past + [(v_in, res)])[-6:]
        v_in = new
    raise AssertionError("self-consistency not reached")


# ---------- pseudopotential construction ----------
def pseudise(v_scr, l, eps, p_ae, r_target):
    """Norm-conserving orbital r^(l+1) exp(polynomial in r^2) below rc."""
    i = int(np.argmin(abs(r - r_target)))
    rc, v = r[i], v_scr[i]
    p_ae = p_ae * np.sign(p_ae[i])
    slope = (DIFF @ np.concatenate(([0], p_ae, [0])) / jac)[i + 1]
    dv = (CubicSpline(r, r * v_scr)(rc, 1) - v) / rc
    f1 = slope / p_ae[i] - (l + 1) / rc
    f2 = 2 * (v - eps) - 2 * (l + 1) * f1 / rc - f1**2
    f3 = (2 * dv + 2 * (l + 1) * f1 / rc**2
          - 2 * (l + 1) * f2 / rc - 2 * f1 * f2)
    taylor = [(f3 - 3 * f2 / rc + 3 * f1 / rc**2) / (48 * rc**3),
              (f2 - f1 / rc) / (8 * rc**2), f1 / (2 * rc),
              np.log(p_ae[i] / rc ** (l + 1))]
    inside = r <= rc
    y = np.where(inside, r**2 - rc**2, 0.0)

    def orbital(t):
        return np.where(inside, r ** (l + 1) * np.exp(
            np.polyval([t] + taylor, y)), p_ae)

    t = brentq(lambda q: np.sum(mass * orbital(q) ** 2) - 1,
               -40 / rc**8, 40 / rc**8, xtol=1e-15)
    poly = np.poly1d([t] + taylor)
    q1, q2 = poly.deriv(1)(y), poly.deriv(2)(y)
    v_ps = eps + (2 * l + 3) * q1 + 2 * r**2 * (q2 + q1**2)
    return np.where(inside, v_ps, v_scr), orbital(t), rc


def partial_core(n_core, n_val):
    """A sin(B r)/r inside r0, true core outside, value and slope matched."""
    i = np.where((n_core > 2 * n_val) & (r < 6))[0].max()
    near = r < 6
    r0 = r[i]
    s = r0 * CubicSpline(r[near], np.log(n_core[near]))(r0, 1)
    b = brentq(lambda q: q / np.tan(q) - 1 - s, 1e-6, np.pi - 1e-9) / r0
    a = n_core[i] * r0 / np.sin(b * r0)
    return np.where(r < r0, a * np.sin(b * r) / r, n_core), r0, a, b


def local_gain(dens_pol, core):
    """Local spin gain e_xc(n,0) - e_xc(n,m) per volume, core added."""
    mean = np.array([dens_pol.sum(axis=0) / 2] * 2)
    return xc_eval(mean + core / 2)[0] - xc_eval(dens_pol + core / 2)[0]


# ---------- tests of the solver and of the local spin gain ----------
e_h = solve_radial(-25 / r, 0, 0)[0][0]
assert abs(e_h + 25**2 / 2) < 1e-4

n_test = np.geomspace(2e-3, 10, 60)
for m_test in (2e-4, 2e-3):
    pol = np.array([n_test + m_test, n_test - m_test]) / 2
    pol = np.maximum(pol, 0)
    g = local_gain(pol, 0 * n_test)
    assert np.all(np.diff(g) < 0), "spin gain must fall with density"
n1, m1 = np.array([0.05]), 0.002
ex_diff = (xc_eval(np.array([n1, n1]) / 2, "lda,")[0]
           - xc_eval(np.array([n1 + m1, n1 - m1]) / 2, "lda,")[0])[0]
ex_law = 2 / 9 * 0.75 * (3 / np.pi) ** (1 / 3) * m1**2 * n1[0] ** (-2 / 3)
assert abs(ex_diff / ex_law - 1) < 2e-3
point = np.array([[0.01], [0.0]])
g_bare = local_gain(point, np.array([0.0]))[0]
g_core = local_gain(point, np.array([0.03]))[0]
print("Local spin gain at m = n_v = 0.01 bohr^-3 (hartree/bohr^3):")
print(f"  without core {g_bare:.3e}, with n_c = 0.03 bohr^-3 {g_core:.3e}")
print(f"  ratio {g_core / g_bare:.3f}")

ATOMS = {
    "Na": dict(Z=11, core=[(0, 0, 1, 1), (0, 1, 1, 1), (1, 0, 3, 3)],
               unpol=[(0, 2, 0.5, 0.5)], pol=[(0, 2, 1, 0)], rc={0: 2.5}),
    "Mn": dict(Z=25, core=[(0, 0, 1, 1), (0, 1, 1, 1), (0, 2, 1, 1),
                           (1, 0, 3, 3), (1, 1, 3, 3)],
               unpol=[(0, 3, 1, 1), (2, 0, 2.5, 2.5)],
               pol=[(0, 3, 1, 1), (2, 0, 5, 0)], rc={0: 2.4, 2: 1.2}),
}
summary = {}
for name, atom in ATOMS.items():
    Z, zero = atom["Z"], np.zeros(r.size)
    nuc = {l: -Z / r for l in range(3)}
    guess = (Z - 1) * (1 - np.exp(-0.9 * Z ** (1 / 3) * r)) / r
    ae = run_atom(nuc, atom["core"] + atom["unpol"], zero, [guess, guess])
    ae_pol = run_atom(nuc, atom["core"] + atom["pol"], zero, ae["v"])
    s_relaxed = ae["E"] - ae_pol["E"]

    # all-electron valence in the field of the frozen unpolarised core
    rho_c = sum(2 * f * ae["levels"][l, k, 0][1] ** 2
                for l, k, f, _ in atom["core"])
    n_core = rho_c / SPHERE
    frozen = {l: -Z / r + hartree(rho_c) for l in range(3)}
    v0 = ae["v"] - hartree(rho_c)
    fc = [run_atom(frozen, atom[c], n_core, v0) for c in ("unpol", "pol")]
    s_frozen = fc[0]["E"] - fc[1]["E"]
    n_true = fc[0]["rho"].sum(axis=0) / SPHERE
    spin_true = sum((s[2] - s[3]) * ae["levels"][s[0], s[1], 0][1] ** 2
                    for s in atom["pol"])
    overlap = (np.sum(mass * spin_true * n_core / (n_core + n_true))
               / np.sum(mass * spin_true))

    # screened pseudopotentials and reference pseudo density
    v_scr, orb, rcs = {}, {}, {}
    for l, k, _, _ in atom["unpol"]:
        eps, p = ae["levels"][l, k, 0]
        v_scr[l], orb[l], rcs[l] = pseudise(-Z / r + ae["v"][0], l, eps, p,
                                            atom["rc"][l])
    ps = {c: [(s[0], 0, s[2], s[3]) for s in atom[c]]
          for c in ("unpol", "pol")}
    dens = {c: np.array([sum(s[2 + q] * orb[s[0]] ** 2 for s in ps[c])
                         for q in (0, 1)]) / SPHERE for c in ps}
    n_val = dens["unpol"].sum(axis=0)
    n_part, r0, amp, wave = partial_core(n_core, n_val)

    gains, ions, refs, fixed, level_err = {}, {}, {}, {}, 0.0
    cores = {"linear": zero, "full": n_core, "partial": n_part}
    for scheme, nc in cores.items():
        screen = (hartree(n_val * SPHERE)
                  + xc_eval(dens["unpol"] + nc / 2)[1])
        ions[scheme] = {l: v_scr[l] - screen[0] for l in v_scr}
        refs[scheme] = run_atom(ions[scheme], ps["unpol"], nc, 0.9 * screen)
        for l, k, _, _ in atom["unpol"]:
            level_err = max(level_err, abs(refs[scheme]["levels"][l, 0, 0][0]
                                           - ae["levels"][l, k, 0][0]))
        polarised = run_atom(ions[scheme], ps["pol"], nc, refs[scheme]["v"])
        gains[scheme] = refs[scheme]["E"] - polarised["E"]
        fixed[scheme] = np.sum(mass * SPHERE * local_gain(dens["pol"], nc))
        assert gains[scheme] > fixed[scheme] - 2e-5, "variational bound"
    assert level_err < 5e-4, "reference levels must be reproduced"

    excess = SPHERE * (local_gain(dens["pol"], zero)
                       - local_gain(dens["pol"], n_core))
    first = np.sum(mass * excess)
    share = np.sum((mass * excess)[n_core > 0.1 * n_val]) / first
    err = {s: gains[s] - s_frozen for s in gains}
    assert err["linear"] > 0
    assert abs(err["full"]) < err["linear"] / 3
    assert abs(err["partial"]) < err["linear"] / 3
    assert 0.5 < first / (gains["linear"] - gains["full"]) < 1.5
    assert share > 0.8
    summary[name] = (overlap, err["linear"] / s_frozen)

    print(f"{name}: pseudisation radii (bohr): "
          + ", ".join(f"l={l}: {v:.3f}" for l, v in rcs.items()))
    print(f"  largest reference level error {level_err * EV:.5f} eV")
    print(f"  core share of density seen by the spin density {overlap:.3f}")
    print(f"  partial core: r0 = {r0:.3f} bohr, A = {amp:.4f} bohr^-2, "
          f"B = {wave:.4f} bohr^-1")
    print(f"  core electrons: full {np.sum(mass * rho_c):.3f}, "
          f"partial {np.sum(mass * SPHERE * n_part):.3f}")
    print(f"  S all-electron, relaxed core {s_relaxed * EV:.4f} eV")
    print(f"  S all-electron, frozen core  {s_frozen * EV:.4f} eV")
    for s in gains:
        print(f"  S pseudo, {s:8s}{gains[s] * EV:.4f} eV, error "
              f"{err[s] * EV:+.4f} eV ({100 * err[s] / s_frozen:+.1f} %)")
    print(f"  fixed-orbital gain: linear {fixed['linear'] * EV:.4f} eV, "
          f"full core {fixed['full'] * EV:.4f} eV")
    print(f"  fixed-orbital excess {first * EV:.4f} eV; self-consistent "
          f"{(gains['linear'] - gains['full']) * EV:.4f} eV")
    print(f"  share of excess from n_c > 0.1 n_v: {100 * share:.0f} %")

    if name == "Na":
        # the linear-unscreening excess must grow as the moment squared
        diff = []
        for moment in (0.2, 0.4):
            sh = [(0, 0, (1 + moment) / 2, (1 - moment) / 2)]
            s_m = [refs[q]["E"] - run_atom(ions[q], sh, cores[q],
                                           refs[q]["v"])["E"]
                   for q in ("linear", "full")]
            diff.append(s_m[0] - s_m[1])
        assert abs(diff[1] / diff[0] - 4) < 0.4
        print(f"  excess at moment 0.2: {diff[0] * EV * 1e3:.3f} meV, at 0.4: "
              f"{diff[1] * EV * 1e3:.3f} meV, ratio {diff[1] / diff[0]:.3f}")
        # independent Gaussian-basis calculation of the polarised atom
        mol = gto.M(atom="Na 0 0 0", basis="def2-qzvp", spin=1, verbose=0)
        mf = dft.UKS(mol)
        mf.xc = XC
        e_gauss = mf.kernel()
        eps_gauss = np.sort(mf.mo_energy[0])[5]
        eps_grid = ae_pol["levels"][0, 2, 0][0]
        assert mf.converged and abs(e_gauss - ae_pol["E"]) < 0.02
        assert abs(eps_gauss - eps_grid) < 2e-3
        print(f"  total energy: grid {ae_pol['E']:.4f}, Gaussian basis "
              f"{e_gauss:.4f} hartree")
        print(f"  3s level: grid {eps_grid:.5f}, Gaussian basis "
              f"{eps_gauss:.5f} hartree")

assert summary["Mn"][0] > summary["Na"][0]
assert summary["Mn"][1] > summary["Na"][1]
print("PASS")
```

Printed output:

```
Local spin gain at m = n_v = 0.01 bohr^-3 (hartree/bohr^3):
  without core 2.397e-04, with n_c = 0.03 bohr^-3 1.017e-04
  ratio 0.424
Na: pseudisation radii (bohr): l=0: 2.483
  largest reference level error 0.00002 eV
  core share of density seen by the spin density 0.140
  partial core: r0 = 2.043 bohr, A = 0.0351 bohr^-2, B = 1.3466 bohr^-1
  core electrons: full 10.000, partial 0.834
  S all-electron, relaxed core 0.2059 eV
  S all-electron, frozen core  0.2048 eV
  S pseudo, linear  0.2427 eV, error +0.0379 eV (+18.5 %)
  S pseudo, full    0.2053 eV, error +0.0005 eV (+0.3 %)
  S pseudo, partial 0.2069 eV, error +0.0021 eV (+1.0 %)
  fixed-orbital gain: linear 0.2372 eV, full core 0.2020 eV
  fixed-orbital excess 0.0352 eV; self-consistent 0.0374 eV
  share of excess from n_c > 0.1 n_v: 95 %
  excess at moment 0.2: 1.550 meV, at 0.4: 6.259 meV, ratio 4.037
  total energy: grid -161.4476, Gaussian basis -161.4411 hartree
  3s level: grid -0.11320, Gaussian basis -0.11313 hartree
Mn: pseudisation radii (bohr): l=0: 2.365, l=2: 1.183
  largest reference level error 0.00019 eV
  core share of density seen by the spin density 0.564
  partial core: r0 = 1.013 bohr, A = 0.9700 bohr^-2, B = 2.4508 bohr^-1
  core electrons: full 18.000, partial 7.810
  S all-electron, relaxed core 5.2986 eV
  S all-electron, frozen core  5.2721 eV
  S pseudo, linear  12.3046 eV, error +7.0325 eV (+133.4 %)
  S pseudo, full    5.4404 eV, error +0.1683 eV (+3.2 %)
  S pseudo, partial 5.9543 eV, error +0.6823 eV (+12.9 %)
  fixed-orbital gain: linear 11.8775 eV, full core 5.3270 eV
  fixed-orbital excess 6.5505 eV; self-consistent 6.8642 eV
  share of excess from n_c > 0.1 n_v: 100 %
PASS
```
